# Does the blackbody formula limit radiation across a nanometre gap?

## Question

I am modelling a wide copper interconnect line, capped with a silica-like dielectric, that faces another dielectric surface across a 10 nm vacuum gap. The other side is held at 380 K. The line carries 1 MA/cm², and I assume that it loses heat only through the gap.

For radiation I used the blackbody formula as an upper limit. Linearized, it gives $4\sigma T^3=12.45$ W/(m² K). The full fourth-power law then puts the line at 1372 K, which would make any electromigration estimate pointless. Is the blackbody formula really an upper limit here? If not, what replaces it, how does the result depend on the gap, and does it matter in a real interconnect?

## Answer

It is not an upper limit here. It counts only waves that can travel freely through vacuum, whereas a narrow gap also passes evanescent waves. To see how much they carry, one has to count both kinds on the same footing.

### Transmission of one wave

Take two thick, flat bodies with the same isotropic, local, relative permittivity $\varepsilon=\varepsilon'+i\varepsilon''$, no magnetic response, and a vacuum gap $d$. Fields vary as $e^{ikx-i\omega t}$. With $k_0=\omega/c$, the normal wavevectors in the bodies and in the gap are

$$q=\sqrt{\varepsilon k_0^2-k^2},\qquad q_0=\sqrt{k_0^2-k^2},\qquad q''>0 .$$

The physical input is the fluctuation-dissipation theorem. A volume element of conductivity $s=\omega\varepsilon_0\varepsilon''$ carries a random current of spectral density $4s\Theta$ per unit $\omega/2\pi$, independent for each direction and position, where $\Theta=\hbar\omega/(e^{\hbar\omega/k_BT}-1)$. The zero-point part is omitted because it cancels in the net flow.

**s waves** (electric field along $y$). A current sheet $J$ obeys $E''+q^2E=-i\omega\mu_0J\delta(z)$, so it emits waves of amplitude $-\omega\mu_0J/2q$. Squaring, and integrating over source depth, which gives $1/2q''$, yields the strength arriving at the surface from inside:

$$N_s=\frac{4s\,\omega^2\mu_0^2}{4|q|^2\,2q''}=\omega\mu_0\frac{q'}{|q|^2}.$$

The last step uses the imaginary part of $q^2=\varepsilon k_0^2-k^2$, namely $2q'q''=\varepsilon''k_0^2=s\omega\mu_0$. A wave of amplitude $t$ entering the other body dissipates $s|t|^2/2q''=q'|t|^2/\omega\mu_0$.

**p waves** (magnetic field $H$ along $y$). Maxwell's equations give jumps $\Delta H=-J_x$ and $\Delta E_x=kJ_z/(\omega\varepsilon_0\varepsilon)$ at the sheet. Outgoing waves have $E_x=\pm qH/(\omega\varepsilon_0\varepsilon)$, so the amplitudes $u$ towards the gap and $v$ away from it satisfy $u-v=-J_x$ and $u+v=kJ_z/q$. Hence $u=(-J_x+kJ_z/q)/2$, and the two independent currents contribute $(1+k^2/|q|^2)/4$. Define $a=q/\varepsilon$. Multiplying $q^2+k^2=\varepsilon k_0^2$ by $q^*$ and taking the real part gives

$$q'(|q|^2+k^2)=k_0^2|\varepsilon|^2a' ,$$

and therefore, with $\varepsilon''=2q'q''/k_0^2$,

$$s(|q|^2+k^2)=2\omega\varepsilon_0q''|\varepsilon|^2a'.$$

The arriving strength is then

$$N_p=\frac{s(|q|^2+k^2)}{|q|^2\,2q''}=\omega\varepsilon_0\frac{a'}{|a|^2}.$$

In the other body $|E|^2=(|q|^2+k^2)|t|^2/(\omega\varepsilon_0|\varepsilon|)^2$, so the dissipation is $a'|t|^2/\omega\varepsilon_0$. This is the s result with $q$ replaced by $a$ and $\mu_0$ by $\varepsilon_0$. With $a=q$ for s and $a=q/\varepsilon$ for p, both cases give a transmission factor

$$\tau=\frac{a'^2}{|a|^2}|t|^2 .$$

Boundary matching supplies $t$. A unit wave leaving a body produces $2a/(a+q_0)$ in the gap, and a unit gap wave produces $2q_0/(a+q_0)$ in a body. Seen from the gap, each surface reflects with $r=(q_0-a)/(q_0+a)$. If $b$ is the forward amplitude at the first surface, the reflected wave returns there as $re^{2iq_0d}b$, so

$$b=\frac{2a}{a+q_0}+r^2e^{2iq_0d}b,\qquad
t=\frac{4aq_0\,e^{iq_0d}}{(a+q_0)^2(1-r^2e^{2iq_0d})}.$$

For $k<k_0$, $q_0$ is real and $1-|r|^2=4q_0a'/|a+q_0|^2$. For $k>k_0$, $q_0=i\kappa$ and $\operatorname{Im}r=2\kappa a'/|a+q_0|^2$. Inserting these,

$$\tau_{\rm prop}=\frac{(1-|r|^2)^2}{|1-r^2e^{2iq_0d}|^2},\qquad
\tau_{\rm ev}=\frac{4(\operatorname{Im}r)^2e^{-2\kappa d}}{|1-r^2e^{-2\kappa d}|^2}.$$

By symmetry the reverse flow has the same $\tau$, and the net flux is

$$\phi=\int_0^\infty\frac{d\omega}{2\pi}(\Theta_1-\Theta_2)\int_0^\infty\frac{k\,dk}{2\pi}(\tau_s+\tau_p).$$

### Where the supposed limit comes from

Set $\tau=1$ for both polarizations, but only for $k<k_0$. The $k$ integral is $2\cdot k_0^2/4\pi$, and one body emits

$$\frac{1}{4\pi^2c^2}\int_0^\infty\frac{\hbar\omega^3\,d\omega}{e^{\hbar\omega/k_BT}-1}
=\frac{(k_BT)^4}{4\pi^2c^2\hbar^3}\,\frac{\pi^4}{15}=\sigma T^4 .$$

This does bound the propagating part: $a'\ge0$ gives $|r|\le1$, and $|1-r^2e^{2iq_0d}|\ge1-|r|^2$, so $\tau_{\rm prop}\le1$. It says nothing about $k>k_0$.

Each evanescent channel is also bounded. Put $w=re^{-\kappa d}$. Expanding both sides confirms

$$|1-w^2|^2=(1-|w|^2)^2+4(\operatorname{Im}w)^2 ,$$

so $\tau_{\rm ev}\le1$, with equality at $|w|=1$ when $\operatorname{Im}w\neq0$. A narrow gap therefore passes more heat by opening more channels, not by overfilling any of them.

### The inverse-square law

The factor $e^{-2\kappa d}$ admits wavevectors up to about $1/d$. When $1/d$ greatly exceeds both $k_0$ and $\sqrt{|\varepsilon|}\,k_0$, both $q$ and $q_0$ tend to $ik$. Then

$$r_p\to R=\frac{\varepsilon-1}{\varepsilon+1},\qquad r_s\to(\varepsilon-1)\frac{k_0^2}{4k^2}.$$

The s contribution to $k\,\tau$ falls as $k^{-3}$, so its integral levels off as the gap closes. The p contribution does not. With $k=x/d$, then $u=2x$ and $z=R^2$,

$$\int k\,dk\,\tau_p=\frac{F}{d^2},\qquad
F=\int_0^\infty\frac{4x(\operatorname{Im}R)^2e^{-2x}}{|1-R^2e^{-2x}|^2}dx
=(\operatorname{Im}R)^2\int_0^\infty\frac{u\,e^{-u}}{|1-ze^{-u}|^2}du .$$

Since $\operatorname{Im}[z/(1-zy)]=\operatorname{Im}z/|1-zy|^2$ for real $y$, the remaining integral is the imaginary part of

$$\int_0^\infty\frac{u\,ze^{-u}}{1-ze^{-u}}du=\sum_{n=1}^\infty z^n\int_0^\infty ue^{-nu}du=\sum_{n=1}^\infty\frac{z^n}{n^2}=\mathrm{Li}_2(z),$$

divided by $\operatorname{Im}z$. The series holds for $|z|<1$; analytic continuation extends the result to larger $|z|$ away from the real axis above 1. For a small temperature difference, $\phi=h\,\Delta T$ with

$$h\to\frac{A}{d^2},\qquad
A=\frac{1}{4\pi^2}\int_0^\infty d\omega\,\frac{\partial\Theta}{\partial T}(\operatorname{Im}R)^2\frac{\operatorname{Im}\mathrm{Li}_2(R^2)}{\operatorname{Im}(R^2)} .$$

### What surface phonon polaritons do

The exponent came from plane geometry and a nonzero $\operatorname{Im}R$; no resonance was needed. The resonance sets the size of $A$. Full transmission requires $|R|e^{-kd}=1$, or $k=\ln|R|/d$, which is positive only if $|R|>1$. Because

$$|R|^2-1=\frac{|\varepsilon-1|^2-|\varepsilon+1|^2}{|\varepsilon+1|^2}=-\frac{4\varepsilon'}{|\varepsilon+1|^2},$$

this means $\varepsilon'<0$. A strong optical phonon in a polar dielectric produces such a band above its transverse frequency. With negligible damping, a single surface supports bound phonon polaritons only where $\varepsilon'<-1$. Coupling across a narrow gap extends them over nearly the whole band: for real $\varepsilon$ and $k\gg k_0$, the mode condition $R^2e^{-2kd}=1$ gives $\varepsilon=-\coth(kd/2)$ or $\varepsilon=-\tanh(kd/2)$.

For numbers I use

$$\varepsilon=2.1+\sum_j\frac{S_jE_j^2}{E_j^2-E^2-i\Gamma_jE},$$

with $E_j=57$ and 133 meV, $S_j=0.9$ and 0.7, $\Gamma_j=5$ and 8 meV. These are rough, rounded values in the regime of silica glass. $\operatorname{Im}R$ peaks at 63.0 and 147.9 meV. At the upper peak $|R|=2.426$, so the best wavevector at 10 nm is $\ln(2.426)/(10\ \text{nm})=0.0886$ nm⁻¹, which is 118 times $k_0$.

Windows of one damping either side of the two peaks carry 90% of $A$, but only 12% of the blackbody coefficient. Cutting both strengths tenfold, with energies and dampings fixed, keeps $\varepsilon'$ positive and lowers $A$ by a factor of 32. The inverse-square law survives.

### Your gap and your line

At 380 K the model gives $A=4.10\times10^{-12}$ W/K. The full retarded integral gives:

| gap (nm) | propagating, W/(m² K) | total, W/(m² K) | total / blackbody |
|---:|---:|---:|---:|
| 10 | 10.7 | 41 050 | 3300 |
| 100 | 10.6 | 440 | 35 |
| 1000 | 9.8 | 22.8 | 1.8 |
| 100 000 | 9.3 | 9.3 | 0.75 |

At 10 nm, $A/d^2=4.10\times10^{-12}/(10^{-8})^2=4.10\times10^4$ W/(m² K), within 0.1% of the full result. At 100 nm the full value is already 7% above the law. The total falls to the blackbody value near 3 µm. At the widest gap the evanescent part has died out, and reflection at the surfaces leaves the total below blackbody.

For the line, take a resistivity of 4 µΩ cm and a thickness of 50 nm, both rough and held fixed. The heat per area is

$$(10^{10})^2(4\times10^{-8})(50\times10^{-9})=2\times10^5\ \text{W/m}^2 .$$

Dividing by $4.105\times10^4$ W/(m² K) gives a rise of 4.9 K. The full flux integral gives 4.8 K, slightly less because $\partial\Theta/\partial T$ grows with temperature. The line is at about 385 K, not 1372 K, provided the facing surface has the same permittivity as the cap. If the two dielectrics have different phonon energies, their resonances no longer coincide; the heat-transfer coefficient can then be several times smaller, and the temperature rise correspondingly larger.

If electromigration lifetime varies as $e^{E_a/k_BT}$ at fixed current density, with a rough $E_a=0.9$ eV, the rise shortens it by

$$\exp\!\left[\frac{0.9\ \text{eV}}{k_B}\left(\frac1{380\ \text{K}}-\frac1{384.8\ \text{K}}\right)\right]\approx1.4$$

relative to a line held at 380 K.

### What a real interconnect changes

You assume that heat leaves only through the gap, so conduction along the copper and into whatever holds the line is left out here; where it leads to cooler parts, it lowers the rise further. Within that assumption, the first thing to check is the vacuum. For nitrogen at 1 atm in a gap much shorter than the mean free path, molecules strike at a rate $p/\sqrt{2\pi mk_BT}$ per area. With full thermal accommodation each transfers $3k_B$ per kelvin: $2k_B$ from translation, weighted by the flux, and $k_B$ from rotation. This gives $1.07\times10^5$ W/(m² K), 2.6 times the radiative value. Both together would reduce the rise to about 1.4 K.

A solid low-k filling with a rough conductivity of 0.3 W/(m K) gives $0.3/10^{-8}=3\times10^7$ W/(m² K), about 700 times the radiative value, and a rise of 0.007 K across the gap layer. Solid supports of that conductivity covering about 1/700, or 0.14%, of the area would match the radiation, if heat spreading into them costs nothing. So exceeding the blackbody value does not make radiation the main cooling path in a filled or gas-filled structure.

The other corrections computed here, all at 10 nm, are smaller:

- Raising both dampings by half lowers $A$ by 16%. Changing both band strengths by 20% changes $A$ by 15–19% in the same direction. The constant 2.1 matters more and acts the other way: raising it by 20% lowers $A$ by about 25%, and lowering it by 20% raises $A$ by about 34%.
- A weak third band at 100 meV, of strength 0.1 and damping 8 meV, changes $A$ by −0.5%.
- Dielectric films 20 nm thick on ideal metal, instead of half-spaces, lower $h$ by 5%. The loss grows quickly as the film thins: with copper behind one or both films it is about 15% at 10 nm, 33–39% at 5 nm and 65–73% at 2 nm, so the half-space values should not be used for a cap thinner than the gap.
- A gap roughness of 1 nm rms, treated as locally flat, raises $h$ by 3%.

Wavevectors above 0.5 nm⁻¹ carry only 0.08% of the heat at 10 nm, so the local permittivity is adequate there. As the gap approaches atomic distances it is not, and $A/d^2$ must not be extrapolated to contact. The plane-parallel result also fails for lines whose width is comparable with the gap; that error is not estimated here. The numerical output below lists the remaining values.

## Computed results

```
temperature 380 K; eps_inf 2.1
band 57 meV, strength 0.9, damping 5 meV
band 133 meV, strength 0.7, damping 8 meV
worst relative error, current-sheet test: 8.7e-15
blackbody h: 12.45 W/(m^2 K)
A: 4.101e-12 W/K; A/d^2 at 10 nm: 41012 W/(m^2 K)
gap nm | propagating | evan p | evan s | total [W/(m^2 K)] | /blackbody
5 | 10.65 | 1.641e+05 | 10.4 | 1.641e+05 | 1.32e+04
10 | 10.65 | 4.103e+04 | 10.3 | 4.105e+04 | 3.3e+03
30 | 10.64 | 4569 | 10.1 | 4589 | 369
100 | 10.59 | 420.3 | 9.3 | 440.2 | 35.4
1000 | 9.78 | 8.632 | 4.37 | 22.78 | 1.83
10000 | 9.20 | 0.2701 | 0.102 | 9.576 | 0.769
100000 | 9.28 | 0.0006822 | 0.000173 | 9.285 | 0.746
deviation from A/d^2 at 5 nm: 0.021 %
deviation from A/d^2 at 10 nm: 0.082 %
deviation from A/d^2 at 100 nm: 7.323 %
log slope of h between 5 and 10 nm: -1.9991
gap where total h equals blackbody: 2951 nm
surface resonance 63.0 meV: eps -0.39+1.51i, |R| 1.261
  best k at 10 nm 0.0232 1/nm = 73 k0, tau 1.0000
surface resonance 147.9 meV: eps -0.79+0.78i, |R| 2.426
  best k at 10 nm 0.0886 1/nm = 118 k0, tau 1.0000
share within one damping of resonances: 89.7 %
same windows, share of blackbody h: 11.9 %
tenfold weaker bands: A ratio full/weak 31.8
  smallest Re eps 1.52, largest static tau 0.266
line: 1 MA/cm^2, 4 uOhm cm, 50 nm thick; load 2e+05 W/m^2
line temperature, blackbody formula: 1372 K
line temperature, near field: 384.82 K (rise 4.82 K)
lifetime divided by 1.41 for activation energy 0.9 eV
third band (100 meV, 0.1, 8 meV): -0.5 %
damping times 1.5: -16.2 %
20 nm films on ideal metal: h 39054 W/(m^2 K), -4.8 %
gap roughness 1 nm rms: +3.2 %
share from k above 0.5 1/nm: 0.078 %
van der Waals acoustic h, estimate: 5.7e-08 W/(m^2 K)
air at 1 atm: h 1.07e+05 W/(m^2 K), 2.6 x near field
low-k solid (0.3 W/(m K)): h 3e+07 W/(m^2 K), 731 x near field
line rise with solid filling: 0.0067 K
```
